# Why LDA work functions survive a missing image tail at metal surfaces

An electron is pulled out of a metal gate and carried away from its surface. While it is still a nanometre outside, the metal attracts it: the remaining electrons rearrange and leave a positive screening charge facing it. The energy of this attraction falls off as an inverse distance. The local density approximation (LDA) sees almost no density at that point and therefore gives almost no exchange-correlation (xc) potential. The work function is the energy needed to carry the electron all the way out, so an error along the path might seem to spoil it. These notes separate the contributions and weigh each one.

## 1. The energy reference

Hartree atomic units are used in the equations; energies are quoted in eV and lengths in nm. The metal is planar, and $z$ is the distance outward from the edge of its positive background. In the jellium model this background has uniform density $\bar n$ for $z<0$ and vanishes for $z>0$. Let $v_{es}$ be the electrostatic energy of an electron and $v_{xc}$ its xc potential. The work function is

$$\Phi=v_{es}(\infty)+v_{xc}(\infty)-E_F .$$

Both the image potential and the LDA potential vanish at infinity. The vacuum level is therefore $v_{es}(\infty)$ in both cases. The shape of $v_{xc}$ at finite distance does not enter this reference; it can affect $\Phi$ through the self-consistent density.

I take the image law as the long-range form of $v_{xc}$ for a semi-infinite metal. The reference argument needs less: that $v_{xc}$ goes to zero.

## 2. The tail that should be there

Put an electron, charge $-1$, at distance $x$ from a perfectly conducting plane. An image charge $+1$ at $-x$ makes the plane an equipotential. At lateral distance $\rho$, with $s=\sqrt{\rho^2+x^2}$, each charge contributes an outward field $x/s^3$. Gauss's law then gives the induced surface charge

$$\sigma=\frac{1}{4\pi}\frac{2x}{s^3}=\frac{x}{2\pi s^3}.$$

The attraction per unit charge is $1/s^2$, with normal fraction $x/s$, so the force is

$$\int_0^\infty 2\pi\rho\,\sigma\,\frac{x}{s^3}\,d\rho
=x^2\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+x^2)^3}=\frac{1}{4x^2}.$$

Bringing the electron in from infinity gives the energy

$$-\int_x^\infty\frac{dx'}{4x'^2}=-\frac{1}{4x}.$$

The direct interaction with the finished surface charge is $-1/(2x)$. Half of it is offset by the cost of building that charge.

At a real surface the screening charge has a finite width. Seen from far away, it acts to leading order as a sheet at its centroid $z_0$, since its dipole moment about the centroid vanishes. Hence $x=z-z_0$, and $z_0$ is called the image plane.

## 3. The tail that LDA supplies

LDA exchange has the energy $-\tfrac34(3/\pi)^{1/3}\int n^{4/3}$. Differentiating with respect to $n$ gives

$$v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.$$

The correlation potential used here also becomes proportional to $n^{1/3}$ at very low density. Outside the metal a state whose energy of motion normal to the surface (in a slab, its subband bottom) lies $\kappa^2/2$ below vacuum decays as $e^{-\kappa z}$; kinetic energy parallel to the surface does not slow the decay. Its density decays as $e^{-2\kappa z}$, and so

$$v_{xc}^{LDA}\sim e^{-2\kappa z/3}.$$

The physical reason is the location of the xc hole, the charge deficit that accompanies the electron. LDA centres it on the electron, with a radius of order $n^{-1/3}$ and an energy of order $-n^{1/3}$. The real hole stays behind on the metal.

The example is a jellium slab with $r_s=2.70$ bohr, where $r_s$ is the radius of a sphere holding one electron. Its highest occupied subband predicts a decay rate of 6.99 nm$^{-1}$ for $v_{xc}$; a fit of the calculated potential between 0.85 and 1.16 nm gives 7.10 nm$^{-1}$, a value that moves by about 0.02 with grid and vacuum width. Closer in, the agreement is partly a cancellation: between 0.3 and 0.5 nm $n^{1/3}$ falls at 7.5 nm$^{-1}$, but $v_{xc}$ falls at only 7.0 nm$^{-1}$ because correlation is not yet proportional to $n^{1/3}$. At this thickness (3.74 nm) the subband lies 0.70 eV below $E_F$. At nearby thicknesses the predicted rate ranges from about 6.4 to 7.0 nm$^{-1}$, and the LDA entries below move by about 0.01 eV at 0.3 and 0.5 nm and 0.001 eV at 1 nm. The two potentials compare as follows:

| Distance from edge | LDA $v_{xc}$ | $-1/[4(z-z_0)]$ |
|---|---:|---:|
| 0.3 nm | −0.93 eV | −1.56 eV |
| 0.5 nm | −0.23 eV | −0.84 eV |
| 1.0 nm | −0.007 eV | −0.39 eV |

The last column places the plane at the centroid found for a static charge. Using that plane for $v_{xc}$ is an assumption; a plane half as far out would give −1.36, −0.77 and −0.37 eV. The column is the bare law; the saturated form of section 7 gives −1.45 eV at 0.3 nm and nearly the same values farther out. The difference in potential shape is large. At 1 nm nearly all of the attraction is missing.

## 4. What fixes the vacuum level

Let $q=n-n_+$ be the electron density minus the background density. Poisson's equation for an electron's energy is $v_{es}''=-4\pi q$. The field vanishes far outside, so

$$v_{es}'(z)=4\pi\int_z^\infty q(z')\,dz'.$$

Integrate from a point $a$ deep in the metal and exchange the order of integration:

$$v_{es}(\infty)-v_{es}(a)=4\pi\int_a^\infty(z'-a)\,q(z')\,dz'
=4\pi\int_a^\infty z'q(z')\,dz'.$$

The term in $a$ drops out because the surface is neutral. Electrons that spill outward make this step positive. It is a dipole moment of charge, and $v_{xc}$ does not appear in it.

Deep inside, the Fermi level lies above the electrostatic level by

$$\mu_b=\frac{k_F^2}{2}+v_{xc}(\bar n),$$

where $k_F$ is the Fermi wave number. Therefore

$$\Phi=\left[v_{es}(\infty)-v_{es}(\text{bulk})\right]-\mu_b .$$

For the example, $\mu_b=6.874-7.386=-0.512$ eV. The electrostatic step is 2.977 eV, so $\Phi=2.977+0.512=3.489$ eV. Reading the slab's Fermi level directly gives 3.487 eV, or 0.128 hartree.

The same separation matters when a calculated potential is read. The plateau of $v_{es}$ is the vacuum reference. If the total potential contains an image tail and its value 1 nm outside is taken for the vacuum level, the work function comes out 0.39 eV too small.

## 5. How much of the dipole is constrained

Part of the electrostatic step follows from bulk properties. Let $\varepsilon(n)$ be the energy per electron of the uniform gas. Its pressure is

$$P=-\frac{\partial}{\partial V}\left[N\varepsilon(N/V)\right]=\bar n^2\varepsilon'(\bar n).$$

Cut the metal at a plane deep inside and consider the electrons on the vacuum side. The gas behind the plane pushes them outward with $P$ per unit area, and the electrostatic force on them is $-\int n\,v_{es}'\,dz$. They are at rest, so

$$P=\int n\,v_{es}'\,dz .$$

The density $n$ can be replaced by $n_+$ here, because the difference vanishes:

$$\int(n-n_+)v_{es}'\,dz=-\frac{1}{4\pi}\int v_{es}''v_{es}'\,dz
=-\frac{1}{8\pi}\left[(v_{es}')^2\right]=0 .$$

The field is zero both deep inside and far outside. Since $n_+=\bar n$ up to the edge and zero beyond it, $P=\bar n[v_{es}(0)-v_{es}(\text{bulk})]$. This is the Budd–Vannimenus relation:

$$v_{es}(0)-v_{es}(\text{bulk})=\bar n\,\varepsilon'(\bar n).$$

The right side is 1.040 eV in the example; the self-consistent slab gives 1.035 eV.

Outside the edge there is no background. The remaining rise is $4\pi\int_0^\infty z\,n\,dz$, by the same double integration as before. The bulk chemical potential is also

$$\mu_b=\frac{d(n\varepsilon)}{dn}\bigg|_{\bar n}=\varepsilon(\bar n)+\bar n\varepsilon'(\bar n).$$

When the pieces are combined, the terms in $\varepsilon'$ cancel:

$$\Phi=4\pi\int_0^\infty z\,n(z)\,dz-\varepsilon(\bar n).$$

With a spill term of 1.942 eV and $\varepsilon=-1.552$ eV this gives 3.49 eV.

This identity shows where an LDA error can enter for jellium. The force argument holds for the true jellium surface as well as for the LDA one. LDA is built from the uniform-gas energy, so it has the right $\varepsilon(\bar n)$ to the accuracy of its parametrization. What remains is

$$\Phi_{true}-\Phi_{LDA}=4\pi\int_0^\infty z\,(n_{true}-n_{LDA})\,dz .$$

An error in $v_{xc}$ matters insofar as it changes the first moment of the spilled density. The identity rests on the uniform background; it is not derived here for a real crystal, whose bulk LDA does not describe exactly.

## 6. The weight of a potential error

Add a fixed potential $s\,w(z)$ that vanishes far away, and let $E(N,s)$ be the ground-state energy per area of a symmetric slab with $N$ electrons per area. The density makes the energy stationary, so

$$\frac{\partial E}{\partial s}=\int w\,n\,dz,\qquad \frac{\partial E}{\partial N}=\mu .$$

Equality of the mixed derivatives gives

$$\frac{\partial\mu}{\partial s}=\int w(z)f(z)\,dz,\qquad
f=\frac{\partial n}{\partial N},\qquad \int f\,dz=1 .$$

The electrostatic energy is computed with the planar kernel $-2\pi|z-z'|$. For a neutral symmetric slab this puts the vacuum level at zero, so $\Phi=-\mu$. To first order,

$$\delta\Phi=-\int w(z)f(z)\,dz .$$

The weight $f$ is the profile of added charge, shared between the two faces. Its centroid on each face is the image plane. A second route to $z_0$ uses the capacitance. If the mean distance of the added charge from the slab centre is $Z$, the interior potential shifts by $-2\pi Z\,\delta N$. In a thick slab the Fermi level follows it, so $d\mu/dN=-2\pi Z$. The two routes give $z_0=0.0697$ and 0.0694 nm for this slab. Changing the thickness by a fraction of a Fermi wavelength moves $z_0$ between about 0.070 and 0.072 nm.

Far outside, $f$ can be estimated. Write $y=z-z_0$. Adding $\delta N$ changes the barrier above a metal state by $-2\pi y\,\delta N$. Since $\kappa^2/2$ is the barrier height, $\delta\kappa=-2\pi y\,\delta N/\kappa$. The density varies as $\exp(-2\int\kappa\,dy)$, hence

$$\delta\ln n=\frac{4\pi\,\delta N}{\kappa}\int_0^y y'\,dy'=\frac{2\pi y^2}{\kappa}\,\delta N,
\qquad f\simeq\frac{2\pi y^2}{\kappa}\,n .$$

The slowly varying factor $y^2$ does not overcome the exponential decay of $n$. An inverse-distance error is thus multiplied by an exponentially small weight.

## 7. Putting the tail back

To test the argument, LDA is replaced beyond $z_0$ by

$$v_{im}=-\frac{1-e^{-\lambda(z-z_0)}}{4(z-z_0)},\qquad \lambda=-4v_{xc}^{LDA}(z_0).$$

As $z\to z_0$ this tends to $-\lambda/4$, so it joins LDA continuously; far away it becomes the image law. The difference $w=v_{im}-v_{xc}^{LDA}$ is computed once from the LDA density and then held fixed while the slab is solved again. The background, thickness and grid are unchanged.

One might hope to isolate the tail by starting the change at the last crossing of the two potentials. In this case there is no separate outer crossing: the image form is deeper from $z_0$ outward. The entries labelled "tail only" and "full reshaping" in the numerical output therefore describe the same change. It includes the region close to the surface, where 40% of the charging weight lies.

Even so, $\Phi$ rises by just 63 meV, or 1.8% of its LDA value. The first-order formula gives 59 meV. At nearby slab thicknesses these become 63–68 meV and 59–63 meV. The largest value of $|w|$ is 606 meV, about ten times the shift. Because the LDA part keeps responding to the density, the final xc potential departs from $v_{im}$ by up to about 0.06 eV; holding it equal to $v_{im}$ beyond $z_0$ gives a shift of 54 meV instead of 63 meV.

The far part can be weighed by hand. At 0.5 nm, $|v_{xc}^{LDA}|=0.2304$ eV $=0.00847$ hartree. Exchange alone is smaller in magnitude than this, so

$$n<\frac{\pi}{3}(0.00847)^3=6.4\times10^{-7}\ \text{bohr}^{-3}.$$

The subband decay rate gives $\kappa=\tfrac32(6.99)=10.5$ nm$^{-1}=0.555$ bohr$^{-1}$, and $y_1=(0.5-0.0697)$ nm $=8.13$ bohr. Take this upper limit for $n$ at $y_1$ and let the density decay as $e^{-2\kappa y}$ beyond it. The weight beyond this point on both faces is then at most about

$$2\,\frac{2\pi n}{\kappa}\left[\frac{y_1^2}{2\kappa}+\frac{2y_1}{(2\kappa)^2}+\frac{2}{(2\kappa)^3}\right]\approx1.1\times10^{-3}.$$

Multiplied by the largest $|w|$, 0.606 eV, this limits the far contribution to roughly 0.7 meV. The leading-order form of $f$ is about 1.5 times too small at 0.5 nm, but the density limit is about five times too large, so the estimate still errs high; the computed $f$ gives about 0.2 meV. The conclusion stands: nearly all of the 63 meV comes from within 0.5 nm of the edge. The share grows quickly as the cut moves in: to first order about 1 meV comes from beyond 0.4 nm, 7 meV from beyond 0.3 nm and 29 meV from beyond 0.2 nm. For a tail four times stronger, $-1/(z-z_0)$, the part beyond 0.5 nm is still below 1 meV, but the part beyond 0.3 nm is about 54 meV.

That inner contribution depends on how the image form is joined to LDA, even in sign. The same form with its plane and joining point at 0.04 nm instead of $z_0$ gives −9 meV, and at 0.10 nm it gives +75 meV; the form $-1/[4(z-z_0+b)]$, with $b$ chosen for continuity at $z_0$, gives about −100 meV. Moreover, the inserted $w$ is not the derivative of an xc energy, so the force balance of section 5 does not hold with it: of the 63 meV, about 51 meV is a change of the spill term and about 13 meV a change of the rise inside the edge. The 63 meV measures sensitivity and should not be used as a correction to LDA. About 60% of the 1.94 eV spill term comes from density beyond $z_0$, and an error near the surface can weigh more than the reshaping does. Multiplying the LDA exchange energy by $1\pm0.2\,(1-n/n_c)^3$ below $n_c=0.6\bar n$ changes the potential by at most 0.29 eV, yet shifts $\Phi$ by +64 and −58 meV. This change is the derivative of an energy, and the whole shift appears in the spill term, as section 5 requires.

## 8. The model beside a real gate

The parameters are those of a mercury-probe contact, a liquid-metal gate used to measure dielectric films. Two electrons per atom at $r_s=2.70$ bohr correspond to 13.6 g/cm³, close to the density of liquid mercury. Its measured work function is roughly 4.5 eV, so jellium's 3.49 eV is about 1 eV too low. Stabilized jellium represents the average effect of the ionic cores by a potential step $-\bar n\varepsilon'(\bar n)$ inside the metal. It gives 3.76 eV, an increase of 0.28 eV. The model still omits the polarizable 5d shell and the atomic structure of the liquid. The remaining gap of about 0.7 eV cannot be divided between these omissions and LDA itself from this calculation. It is far larger than the estimated effect of the distant tail.

The numerical and finite-size effects in the slab are much smaller than this gap. A slab of 10 rather than 8 Fermi wavelengths on a finer grid changes $\Phi$ by 6 meV, but both thicknesses sit at the same phase of the quantum-size oscillation, whose period is half a Fermi wavelength. Near 8.25 wavelengths $\Phi$ reaches about 3.51 eV, some 0.03 eV above the quoted value, and the stabilized-jellium value moves by about 0.02 eV. Third decimals in these notes belong to this slab, grid and parametrization only: halving the grid spacing moves the electrostatic step and the spill term by 0.001 eV, and the Perdew–Zunger and Vosko–Wilk–Nusair fits of the uniform-gas correlation energy move $\Phi$ by up to 6 meV. Chachiyo's form lowers it by about 0.02 eV, and the older Hedin–Lundqvist, Wigner and Gunnarsson–Lundqvist forms raise it by 0.09–0.16 eV. Taken to first order, the gradient-corrected functionals PBE, PW91 and PBEsol lower $\Phi$ by 0.05–0.08 eV, as much as the reshaping of section 7; AM05, revPBE and RPBE lower it by 0.10–0.12 eV, and BLYP by about 0.5 eV. The thermal shift of the bulk Fermi level at 300 K is 0.08 meV, but this slab has an empty subband only 0.04 eV above $E_F$, and its $\Phi$ rises by about 2 meV at 300 K.

Solid gates in high-k stacks break a further assumption: they can have grains with different facets, and they bond to a dielectric. Both can change the surface dipole. For a fixed bulk metal, a shift of 0.1 eV requires an extra dipole density of only 0.0055 e nm per nm². That equals one electron per nm² displaced by 0.0055 nm, counted as the net dipole after screening by the adjoining dielectric. Work-function variability of this kind belongs to the electrostatic step of section 4, and a correct image tail would not supply a missing interface dipole.

## 9. Where the shape does matter

A barrier crossed at finite distance depends on the potential along the path. Take a dielectric film with optical permittivity $\epsilon$ (relative) in a field $F$. With a single image term, the barrier top is the maximum of

$$U(x)=-\frac{1}{4\epsilon x}-Fx .$$

Setting $U'=1/(4\epsilon x^2)-F=0$ gives $x_m=1/(2\sqrt{\epsilon F})$. Each term then equals $-\tfrac12\sqrt{F/\epsilon}$, and the barrier is lowered by

$$\Delta=\sqrt{F/\epsilon}.$$

For round values $\epsilon=4$ and $F=5$ MV/cm, $\Delta=0.42$ eV. This field is of the order of the breakdown field of high-permittivity oxides, so the numbers below describe a stress condition rather than normal operation. This lowering is measured from the sharp corner of a triangular barrier. A short-ranged potential such as LDA also rounds the corner: for the jellium slab facing vacuum at the same field, LDA lowers the barrier by about 0.38 eV against 0.85 eV for the image form, so it misses a little over half of the lowering.

For tunnelling, let the zero-field barrier be $B=2.5$ eV and the effective mass $m=0.2$ electron masses. Without the image term the electron leaves the barrier at $B/F=5.0$ nm, and the semiclassical exponent is

$$G=2\int_0^{B/F}\sqrt{2m(B-Fx)}\,dx=\frac{4\sqrt{2m}\,B^{3/2}}{3F}=24.15 .$$

With the image term, integration between the new turning points gives 23.01. The transmission $e^{-G}$ rises by $e^{24.15-23.01}\approx3.1$. The inner turning point lies only 0.036 nm from the metal, where the bare image law no longer holds. Saturating the image term as in section 7 with the slab's $\lambda$, or holding it constant inside 0.1–0.2 nm, gives a factor of about 2.1 to 2.3 instead; a four times larger $\lambda$ gives 3.0. A constant mass is also assumed down to 2.5 eV below the band edge, near midgap for a high-permittivity oxide. If 0.2 is the band-edge mass, a two-band dispersion with a 5.7 eV gap reduces $G$ to about 20.7 and the bare-image factor to about 1.9; with the saturated image as well, the factor is about 1.5.

These figures keep a single image and so assume a film much thicker than 5 nm. With a metal on the far side as well, the bare-image factor 3.1 becomes about 7 for a 5.2 nm film, 4.5 for 6 nm and 3.5 for 8 nm, while the 0.42 eV lowering hardly changes. In a film thinner than 5 nm the barrier without images spans the full thickness; with both images it ends inside the film, at about 4.5 nm for a 4.9 nm film and 3.8 nm for a 4 nm film. The numbers nevertheless show the contrast. Reshaping LDA towards the image form everywhere beyond $z_0$ changed the slab's work function by 54–63 meV for the join used here (by about −100 to +75 meV for the other joins quoted), with less than 1 meV of that from beyond 0.5 nm, while at 5 MV/cm the same replacement brings the top of the slab's vacuum barrier from about 3.11 eV to 2.70 eV above $E_F$, some 0.4 eV below the LDA value, and the image attraction lowers the film barrier by 0.42 eV relative to a sharp triangular one. The work function compares two levels, with the path entering through the density. In the jellium models tried this entry is weak: the join of section 7 shifts $\Phi$ by about 60 meV for stabilized jellium at $r_s=2.70$, and by about 84 and 59 meV for plain jellium slabs six Fermi wavelengths thick at $r_s=2.07$ and 3.99, with at most 0.3 meV from beyond 0.5 nm. Emission over or through a barrier samples the path itself.

## Calculated quantities

```
density parameter r_s: 2.70 bohr
implied mercury mass density (2 electrons/atom): 13.6 g/cm3
slab thickness: 3.742 nm
grid spacing: 0.0078 nm
bulk Fermi kinetic energy: 6.874 eV
bulk LDA xc potential: -7.386 eV
bulk chemical potential from mean v_es: -0.512 eV
uniform-gas energy per electron: -1.552 eV
LDA work function, slab: 3.487 eV
LDA work function, slab: 0.12816 hartree
LDA work function, thicker finer slab: 3.493 eV
electrostatic step bulk to vacuum: 2.977 eV
step minus bulk chemical potential: 3.489 eV
v_es rise bulk to edge, slab: 1.035 eV
v_es rise bulk to edge, force balance: 1.040 eV
spill moment term 4 pi int z n: 1.942 eV
spill moment minus energy per electron: 3.493 eV
LDA v_xc decay rate, measured: 7.10 1/nm
LDA v_xc decay rate, from top subband: 6.99 1/nm
image plane z0 from charging profile: 0.0697 nm
image plane z0 from capacitance: 0.0694 nm
LDA v_xc at 0.3 nm from edge: -0.9272 eV
image law at 0.3 nm from edge: -1.5629 eV
LDA v_xc at 0.5 nm from edge: -0.2304 eV
image law at 0.5 nm from edge: -0.8365 eV
LDA v_xc at 1.0 nm from edge: -0.0066 eV
image law at 1.0 nm from edge: -0.3869 eV
last crossing of LDA and image potentials: 0.070 nm
largest tail correction |w|: 0.606 eV
charging weight beyond crossing: 40.251 percent
spill moment beyond crossing: 1.1631 eV
work function shift, tail only: 63.429 meV
first-order shift, tail only: 59.048 meV
work function shift, full reshaping: 63.4 meV
first-order shift, full reshaping: 59.0 meV
small-change slope, full reshaping: 59.0 meV
work function, stabilized jellium: 3.764 eV
ionic-core effect on work function: 0.276 eV
thermal shift of bulk Fermi level at 300 K: 0.080 meV
dipole density for 0.1 eV shift: 0.00553 e nm per nm2
film barrier: 2.50 eV
film optical permittivity: 4.0 (relative)
film tunnelling mass: 0.20 electron masses
film field: 5.0 MV/cm
image lowering of film barrier: 0.424 eV
tunnel exit without image: 5.00 nm
WKB exponent without image: 24.15 (pure number)
WKB exponent with image: 23.01 (pure number)
tunnelling gain from image: 3.1 times
```
